# Phonon Poiseuille Flow and the Knudsen Minimum in a Callaway Channel: a program that tests the result

```python
"""Phonon Poiseuille flow and the Knudsen minimum in a Callaway channel.

Result under test: between diffuse plates a distance W apart,
    kappa -> (5/36) C v W^2 / l_N     for l_N << W and W^2 << l_N l_R,
and kappa/(C v W) has a minimum at W/l_N of order one.
C: heat capacity per volume, v: sound speed, l_N: normal free path,
l_R: resistive free path, U: drift amplitude (a length, for unit gradient),
delta = W/l_N, Phi = kappa/(C v W).  Channel lengths are in units of W.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import expn


def channel(normal, resistive=np.inf, weights=(1.0,), cells=120):
    """Phi from the integral equation, cell averages, h^2 error removed.
    normal may be an array over frequency, with heat-capacity weights."""
    normal = np.atleast_1d(np.asarray(normal, float))[:, None]
    w = np.asarray(weights, float)[:, None]
    free = 1 / (1 / normal + 1 / resistive)

    def solve(n):
        h = 1.0 / n
        z = np.arange(n + 1) * h / free
        m = 0.75 * (expn(3, z) - expn(5, z))   # second antiderivative of K
        t = np.empty((len(normal), n))
        t[:, 0] = 2 * (m[:, 1] - m[:, 0]) + h / free[:, 0]
        t[:, 1:] = m[:, 2:] - 2 * m[:, 1:-1] + m[:, :-2]
        t *= free**2 / h
        t0, t1, t2 = [toeplitz((w * t / normal**p).sum(0)) for p in range(3)]
        rate = (w / normal).sum()
        drift = np.linalg.solve(rate * np.eye(n) - t2, t1.sum(1))
        return (t0.sum(1) + t1 @ drift).mean() / 3

    return (4 * solve(2 * cells) - solve(cells)) / 3


def angular_sweep(normal, resistive=np.inf, cells=100):
    """Phi from the kinetic equation itself: march phonons along rays in
    both angles and iterate the momentum-conservation condition."""
    mu, wmu = np.polynomial.legendre.leggauss(32)
    mu, wmu = (mu + 1) / 2, wmu / 2
    azimuth = (np.arange(8) + 0.5) * np.pi / 4
    sx = np.sqrt(1 - mu**2)[:, None] * np.cos(azimuth)
    angle_weight = wmu[:, None] / 8
    free = 1 / (1 / normal + 1 / resistive)
    step = (1 / cells / (mu * free))[:, None]
    decay = np.exp(-step)
    drift = np.zeros(cells)
    for _ in range(1000):
        phi = np.zeros_like(sx)                # diffuse wall emits phi = 0
        half = np.empty(cells)
        for c in range(cells):
            source = sx * (1 + drift[c] / normal) * free
            out = phi * decay + source * (1 - decay)
            average = source + (phi - out) / step
            half[c] = (angle_weight * sx * average).sum()
            phi = out
        new = 1.5 * (half + half[::-1])
        change = abs(new - drift).max()
        drift = new
        if change < 1e-8:
            break
    assert change < 1e-8
    return drift.mean() / 3


def planck_weight(x):
    return x**4 * np.exp(-x) / np.expm1(-x)**2


# --- heat capacity and drifted Planck flux --------------------------------
speed, debye = 1300.0, 120.0                   # m/s, K (rough, bismuth)


def heat_capacity(T):
    return 2 * np.pi**2 / 5 * sc.k * (sc.k * T / (sc.hbar * speed))**3


debye_integral = quad(planck_weight, 0, debye / 3, limit=200)[0]
c_quad = 3 * sc.k / (2 * np.pi**2) * (sc.k * 3 / (sc.hbar * speed))**3
assert abs(c_quad * debye_integral / heat_capacity(3.0) - 1) < 1e-6

gx, gw = np.polynomial.legendre.leggauss(200)
gx, gw = 30 * (gx + 1), 30 * gw
gm, gmw = np.polynomial.legendre.leggauss(16)
beta = 0.01                                    # drift speed / sound speed
occupation = 1 / np.expm1(gx[:, None] * (1 - beta * gm))
drift_flux = 0.5 * (gw * gx**3) @ occupation @ (gmw * gm)
flux_ratio = drift_flux / (beta / 3 * 4 * np.pi**4 / 15)
assert abs(flux_ratio - 1) < 1e-3              # remainder is of order beta^2

# --- integral equation against direct kinetic solution --------------------
phi_kernel = channel(0.5, 3.0)
phi_sweep = angular_sweep(0.5, 3.0)
assert abs(phi_kernel / phi_sweep - 1) < 1e-3

# --- Poiseuille limit, slip, ballistic limit ------------------------------
phi15, phi30, phi60 = [channel(1 / d, cells=400) for d in (15, 30, 60)]
rest15, rest30 = phi15 - 5 * 15 / 36, phi30 - 5 * 30 / 36
intercept = (30 * rest30 - 15 * rest15) / 15
tail = 15 * (rest15 - intercept)
slip = 6 * intercept / 5
phi60_law = 5 * 60 / 36 + intercept + tail / 60
assert abs(phi60_law / phi60 - 1) < 2e-3
slope = (phi60 - phi30) / 30
assert abs(slope / (5 / 36) - 1) < 0.01

thin = 1e-3
phi_thin = channel(1 / thin, cells=60)
phi_log = 0.25 * (np.log(1 / thin) + 1 - np.euler_gamma)
assert abs(phi_thin / phi_log - 1) < 0.01      # next term is about delta*log

# --- Knudsen minimum without resistive scattering -------------------------
best = minimize_scalar(lambda s: channel(np.exp(-s)), bounds=(-3, 3),
                       method="bounded", options={"xatol": 1e-5})
delta_min, phi_min = np.exp(best.x), best.fun
sweep_mid = angular_sweep(1 / delta_min)
sweep_low = angular_sweep(2.5 / delta_min)
sweep_high = angular_sweep(0.4 / delta_min)
assert abs(sweep_mid / phi_min - 1) < 1e-3
assert sweep_low > sweep_mid < sweep_high

# --- resistive scattering: window formula and survival of the minimum -----
ln_t, lr_t = 0.02, 5.0
l_t = 1 / (1 / ln_t + 1 / lr_t)
decay_length = np.sqrt(l_t**2 * lr_t / (5 * ln_t))
X = 0.5 / decay_length
wall = 1 + slip * l_t / decay_length * np.tanh(X)
phi_window = lr_t / 3 * (1 - np.tanh(X) / (X * wall))
phi_resist = channel(ln_t, lr_t, cells=300)
assert abs(phi_window / phi_resist - 1) < 0.01

log_grid = np.linspace(np.log(0.3), np.log(20), 26)


def steepest_rise(log_ratio):
    vals = [channel(np.exp(-s), np.exp(log_ratio - s), cells=80)
            for s in log_grid]
    return (np.diff(np.log(vals)) / np.diff(log_grid)).max()


critical_ratio = np.exp(brentq(steepest_rise, np.log(3), np.log(1000),
                               xtol=1e-3))


# --- normal-process rate: transverse + longitudinal -> longitudinal -------
def normal_rate(q, T, r=0.6):
    """Energy-conserving integral, q in kelvin, r = transverse/long. speed."""
    def integrand(p):
        gain = 1 / np.expm1(p / T) - 1 / np.expm1((p + r * q) / T)
        return p**2 * (p + r * q)**2 * gain
    return quad(integrand, q * (1 - r) / 2, debye - r * q, limit=300)[0]


n_thermal = np.log2(normal_rate(12.0, 4.0) / normal_rate(6.0, 2.0))
n_slow = np.log2(normal_rate(0.02, 4.0) / normal_rate(0.02, 2.0))
q_power = np.log2(normal_rate(0.04, 2.0) / normal_rate(0.02, 2.0))
assert abs(n_thermal - 5) < 0.02
assert abs(n_slow - 4) < 0.03 and abs(q_power - 1) < 0.03

# --- frequency-dependent normal free path, l proportional to 1/frequency --
fx, fw = np.polynomial.legendre.leggauss(40)
fx, fw = 15 * (fx + 1), 15 * fw
fw = fw * planck_weight(fx)
fw /= fw.sum()
shape = (1 / fx) / (fw / fx).sum()             # weighted mean equals one


def spectral(delta, cells=80):
    return channel(shape / delta, weights=fw, cells=cells)


spectral_slope = (spectral(40, 300) - spectral(20, 300)) / 20
assert abs(spectral_slope / (5 / 36) - 1) < 0.03
spec = minimize_scalar(lambda s: spectral(np.exp(s)), bounds=(-4, 3),
                       method="bounded", options={"xatol": 1e-4})
delta_spec, phi_spec = np.exp(spec.x), spec.fun
assert -3.9 < spec.x < 2.9

# --- worked example: bismuth-like plate, rough parameters -----------------
width, ln_ref, T_ref = 1e-3, 1e-3, 2.0         # m, m, K
lr_pre, T_umklapp, length = 20e-9, 40.0, 20e-3  # m, K, m


def l_normal(T):
    return ln_ref * (T_ref / T)**5


def l_resist(T):
    return lr_pre * np.exp(T_umklapp / T)


def reduced(T, umklapp=True, end=np.inf):
    rate = (1 / l_resist(T) if umklapp else 0.0) + 1 / end
    lr = width / (rate * width) if rate > 0 else np.inf
    return channel(l_normal(T) / width, lr / width)


def kappa(T, umklapp=True):
    return heat_capacity(T) * speed * width * reduced(T, umklapp)


def exponent(T, umklapp=True):
    ratio = kappa(1.01 * T, umklapp) / kappa(0.99 * T, umklapp)
    return np.log(ratio) / np.log(1.01 / 0.99)


def lowest(f, a, b):
    return minimize_scalar(f, bounds=(a, b), method="bounded",
                           options={"xatol": 1e-4}).x


T_min = lowest(reduced, 1.3, 2.5)
T_min_ideal = T_ref * (delta_min * ln_ref / width)**0.2
assert abs(T_min / T_min_ideal - 1) < 0.01
assert abs(exponent(T_min) - 3) < 0.02
T_steep = lowest(lambda T: -exponent(T), 2.0, 3.3)
exp_steep = exponent(T_steep)
assert exp_steep > 3.5
T_peak = lowest(lambda T: -kappa(T), 2.2, 4.5)
exp_ideal4 = exponent(4.0, False)
assert 7 < exp_ideal4 < 8

# --- neglected effects for the example's numbers --------------------------
T_min_finite = lowest(lambda T: reduced(T, True, length), 1.0, 2.4)
phi_finite = reduced(T_min_finite, True, length)
T_min_spec = T_ref * (delta_spec * ln_ref / width)**0.2


def laplacian(n, h):
    return diags([-1, 2, -1], [-1, 0, 1], shape=(n, n)) / h**2


n1, n2, breadth = 39, 199, 5.0                 # duct 1 x 5 in units of W
duct = kron(laplacian(n1, 1 / 40), identity(n2)) \
    + kron(identity(n1), laplacian(n2, 1 / 40))
flow = spsolve(duct.tocsc(), np.ones(n1 * n2)).sum() / (40**2 * breadth)
side_factor = 12 * flow                        # plates alone give 1/12

resistivity, pocket = 1e-8, 1e23               # ohm m, 1/m^3 (rough)
lorenz = np.pi**2 / 3 * (sc.k / sc.e)**2
kappa_electron = lorenz * T_min / resistivity
q_unit = sc.k * T_min / (sc.hbar * speed)
x_cut = 2 * (3 * np.pi**2 * pocket)**(1 / 3) / q_unit
carrier_share = quad(planck_weight, 0, x_cut)[0] / (4 * np.pi**4 / 15)
x_peak = lowest(lambda x: -x**3 / np.expm1(x), 1.0, 5.0)
wavelength = 2 * np.pi / (x_peak * q_unit)
rough_needed = np.sqrt(np.log(100)) * wavelength / (4 * np.pi)

# --- printed numbers ------------------------------------------------------
print(f"Drifted Planck flux / linear formula: {flux_ratio:.5f}")
print(f"Phi, l_N=0.5W l_R=3W: kernel {phi_kernel:.5f} sweep {phi_sweep:.5f}")
print(f"Poiseuille slope dPhi/ddelta: {slope:.5f} (5/36 = {5/36:.5f})")
print(f"Slip coefficient zeta: {slip:.4f}; 1/delta coefficient: {tail:.4f}")
print(f"Phi(60): solved {phi60:.4f}, slip law {phi60_law:.4f}")
print(f"Phi(0.001): solved {phi_thin:.4f}, log law {phi_log:.4f}")
for d in (0.01, 0.1, 0.3, 1, 3, 10, 30):
    print(f"  delta = {d:5.2f}   Phi = {channel(1 / d):.4f}")
print(f"Knudsen minimum: delta = {delta_min:.4f}, Phi = {phi_min:.4f}")
print(f"  l_N/W at minimum: {1 / delta_min:.4f}")
print(f"  sweep at 0.4, 1, 2.5 times delta_min: "
      f"{sweep_low:.4f} {sweep_mid:.4f} {sweep_high:.4f}")
print(f"Phi, l_N=0.02W l_R=5W: solved {phi_resist:.4f}, "
      f"formula {phi_window:.4f}")
print(f"Critical l_R/l_N for a minimum in width: {critical_ratio:.1f}")
print(f"Normal rate powers: thermal T^{n_thermal:.3f}, "
      f"slow T^{n_slow:.3f} q^{q_power:.3f}")
print(f"l_N ~ 1/frequency: Poiseuille slope {spectral_slope:.5f}")
print(f"  minimum at W/mean l_N = {delta_spec:.3f}, Phi = {phi_spec:.4f}")
print(f"Example: v = {speed:.0f} m/s, W = {width*1e3:.1f} mm, "
      f"l_N({T_ref:.0f} K) = {ln_ref*1e3:.1f} mm")
print(f"  l_R = {lr_pre*1e9:.0f} nm * exp({T_umklapp:.0f} K / T)")
print("  T(K)  C(J/m3K)  l_N(mm)  l_R(mm)   Phi   kappa(W/mK) exponent")
for T in (1.5, T_min, 2.2, 2.5, 2.8, 3.0, 3.5, 4.0):
    print(f"  {T:.3f} {heat_capacity(T):8.1f} {l_normal(T)*1e3:8.4f} "
          f"{l_resist(T)*1e3:10.4g} {reduced(T):7.4f} {kappa(T):8.1f} "
          f"{exponent(T):7.3f}")
print(f"Minimum of kappa/T^3: T = {T_min:.3f} K "
      f"(no umklapp: {T_min_ideal:.3f} K)")
print(f"Steepest exponent: {exp_steep:.3f} at {T_steep:.3f} K")
print(f"Peak: kappa = {kappa(T_peak):.0f} W/(m K) at {T_peak:.3f} K")
print(f"Exponent without umklapp: {exponent(2.5, False):.3f} at 2.5 K, "
      f"{exp_ideal4:.3f} at 4 K")
print(f"Neglected: l_N ~ 1/frequency moves minimum to {T_min_spec:.3f} K")
print(f"  end cut-off {length*1e3:.0f} mm: minimum {T_min_finite:.3f} K, "
      f"Phi {phi_finite:.4f}")
print(f"  side walls, breadth {breadth:.0f} W: Poiseuille flow "
      f"times {side_factor:.3f}")
print(f"  electrons (rho = {resistivity*1e8:.0f} microohm cm): "
      f"{kappa_electron:.2f} W/(m K)")
print(f"  heat-capacity share open to carriers "
      f"({pocket*1e-6:.0e} cm^-3 per pocket): {carrier_share:.4f}")
print(f"  dominant wavelength {wavelength*1e9:.2f} nm; rms roughness for "
      f"1% specular: {rough_needed*1e9:.2f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Drifted Planck flux / linear formula: 1.00030
Phi, l_N=0.5W l_R=3W: kernel 0.45997 sweep 0.45994
Poiseuille slope dPhi/ddelta: 0.13874 (5/36 = 0.13889)
Slip coefficient zeta: 0.5823; 1/delta coefficient: 0.2159
Phi(60): solved 8.8214, slip law 8.8222
Phi(0.001): solved 1.8429, log law 1.8326
  delta =  0.01   Phi = 1.3081
  delta =  0.10   Phi = 0.8824
  delta =  0.30   Phi = 0.7620
  delta =  1.00   Phi = 0.7476
  delta =  3.00   Phi = 0.9612
  delta = 10.00   Phi = 1.8953
  delta = 30.00   Phi = 4.6571
Knudsen minimum: delta = 0.6303, Phi = 0.7332
  l_N/W at minimum: 1.5866
  sweep at 0.4, 1, 2.5 times delta_min: 0.7758 0.7332 0.7972
Phi, l_N=0.02W l_R=5W: solved 1.2328, formula 1.2335
Critical l_R/l_N for a minimum in width: 19.1
Normal rate powers: thermal T^5.000, slow T^4.000 q^1.000
l_N ~ 1/frequency: Poiseuille slope 0.13919
  minimum at W/mean l_N = 0.499, Phi = 0.7483
Example: v = 1300 m/s, W = 1.0 mm, l_N(2 K) = 1.0 mm
  l_R = 20 nm * exp(40 K / T)
  T(K)  C(J/m3K)  l_N(mm)  l_R(mm)   Phi   kappa(W/mK) exponent
  1.500    187.9   4.2140  7.625e+06  0.7811    190.8   2.424
  1.824    337.8   1.5852  6.688e+04  0.7332    322.0   3.000
  2.200    592.8   0.6209       1575  0.7996    616.2   3.994
  2.500    869.9   0.3277      177.7  0.9520   1076.5   4.662
  2.800   1222.1   0.1859      32.01  1.1281   1792.3   3.870
  3.000   1503.1   0.1317      12.35  1.1117   2172.4   1.367
  3.500   2386.9   0.0609      1.838  0.4671   1449.5  -5.676
  4.000   3563.0   0.0312     0.4405  0.1357    628.7  -6.323
Minimum of kappa/T^3: T = 1.824 K (no umklapp: 1.824 K)
Steepest exponent: 4.692 at 2.559 K
Peak: kappa = 2211 W/(m K) at 3.078 K
Exponent without umklapp: 4.960 at 2.5 K, 7.486 at 4 K
Neglected: l_N ~ 1/frequency moves minimum to 1.740 K
  end cut-off 20 mm: minimum 1.797 K, Phi 0.6596
  side walls, breadth 5 W: Poiseuille flow times 0.873
  electrons (rho = 1 microohm cm): 4.46 W/(m K)
  heat-capacity share open to carriers (1e+17 cm^-3 per pocket): 0.0435
  dominant wavelength 12.12 nm; rms roughness for 1% specular: 2.07 nm
ALL CHECKS PASSED
```
